# Static second-order susceptibility from first-order orbitals by the 2n+1 theorem, part 1

(Sections cited here and not found follow in the second part.)

## I. The third-order energy from first-order orbitals

A voltage applied across an electro-optic film on a silicon waveguide changes the refractive index seen by the guided light. Part of this change comes from the electrons alone: the applied field distorts the electron cloud, and the distorted cloud polarizes differently in the field of the light. When the optical frequency is far below the electronic gap and the nuclei are held fixed, this part is described by a static second-order susceptibility. The polarization involved is quadratic in the field, which suggests that the orbitals are needed to second order. First order is in fact enough. The reason is that the polarization is a derivative of an energy, and the energy is stationary with respect to the orbitals.

Rydberg atomic units are used: lengths in bohr, energies in Ry, and \(\hbar=1\), so that a frequency is also quoted in Ry. The electron has charge \(-e\), and a macroscopic field \(\mathcal E\) adds the energy \(+e\mathcal E\cdot x\) to each electron. It is convenient to write

\[
f_i=e\mathcal E_i ,\qquad \frac{e^2}{4\pi\varepsilon_0}=2\ \text{Ry bohr},\qquad \frac{e^2}{\varepsilon_0}=8\pi\ \text{Ry bohr}. \tag{1}
\]

Thus \(f\) has the unit Ry/bohr. Let \(E(f)\) be the electronic energy per cell of volume \(\Omega\). Since \(f_i\) multiplies \(x_i\) in the energy, and the first-order change of the orbitals does not alter a stationary energy,

\[
\langle x_i\rangle=\frac{\partial E}{\partial f_i}
=\langle x_i\rangle_0+\sum_jS_{ij}f_j+\frac12\sum_{jk}D_{ijk}f_jf_k+\dots,\qquad
D_{ijk}=\frac{\partial^3E}{\partial f_i\partial f_j\partial f_k}\bigg|_0 . \tag{2}
\]

Here \(\langle x_i\rangle\) is the sum of the electron positions per cell. With fixed nuclei the change of polarization is \(\Delta\mathcal P_i=-e\,\Delta\langle x_i\rangle/\Omega\). The susceptibilities are defined by

\[
\Delta\mathcal P_i=\varepsilon_0\Big(\sum_j\chi^{(1)}_{ij}\mathcal E_j+\sum_{jk}\chi^{(2)}_{ijk}\mathcal E_j\mathcal E_k+\dots\Big). \tag{3}
\]

Inserting \(f=e\mathcal E\) into (2) gives a linear coefficient \(-e^2S_{ij}/\Omega\) and a quadratic coefficient \(-e^3D_{ijk}/(2\Omega)\). Division by \(\varepsilon_0\) and use of (1) give

\[
\chi^{(1)}_{ij}=-\frac{8\pi}{\Omega}S_{ij},\qquad
\frac{\chi^{(2)}_{ijk}}{e}=-\frac{4\pi}{\Omega}D_{ijk}. \tag{4}
\]

The factor one half from the Taylor series turns \(8\pi\) into \(4\pi\). The unit of \(\chi^{(2)}/e\) is bohr/Ry. The minus sign is that of the electron charge.

The task is now to find \(D_{ijk}\). Consider first a finite piece of insulator with doubly occupied real-space orbitals, and a field along one direction. Let \(P\) be the projector on the occupied orbitals, so that the density is \(n=2\,\mathrm{diag}\,P\), where diag denotes the diagonal in position. The energy is

\[
E[P;f]=2\,\mathrm{Tr}(tP)+E_{\rm int}[n]+2f\,\mathrm{Tr}(xP). \tag{5}
\]

The operator \(t\) contains the kinetic energy and the potential of the fixed nuclei. \(E_{\rm int}\) contains the Hartree, exchange and correlation energies, and is assumed to be a smooth functional of the density. Its first derivative is the potential \(v_{\rm int}\); its second and third derivatives are the kernels \(K_2\) and \(K_3\). The one-electron Hamiltonian is \(H_f=t+v_{\rm int}[n_f]+fx\). At self-consistency its eigenstates are the occupied and empty orbitals, hence

\[
[H_f,P_f]=0 . \tag{6}
\]

**Why first-order orbitals suffice.** Let \(P_{\rm tr}=P_f+\delta P\) be a trial projector of the same rank. Both are idempotent, so \((P_f+\delta P)^2=P_f+\delta P\), or

\[
\delta P=P_f\,\delta P+\delta P\,P_f+(\delta P)^2 . \tag{7}
\]

Multiply (7) on both sides by \(P_f\), and then instead by \(Q_f=1-P_f\). The results are

\[
P_f\,\delta P\,P_f=-P_f(\delta P)^2P_f,\qquad
Q_f\,\delta P\,Q_f=Q_f(\delta P)^2Q_f . \tag{8}
\]

The blocks of \(\delta P\) inside the occupied space and inside the empty space are therefore of second order in \(\delta P\). By (6), \(H_f\) has no elements between the two spaces, so these are the blocks that enter \(\mathrm{Tr}(H_f\delta P)\). The energy difference becomes

\[
\begin{aligned}
E[P_{\rm tr};f]-E[P_f;f]
&=2\,\mathrm{Tr}(H_f\,\delta P)+\tfrac12\!\iint\!K_2\,\delta n\,\delta n+\dots\\
&=2\,\mathrm{Tr}\big[H_f\big(Q_f(\delta P)^2Q_f-P_f(\delta P)^2P_f\big)\big]+\tfrac12\!\iint\!K_2\,\delta n\,\delta n+\dots
\end{aligned} \tag{9}
\]

Every term is at least quadratic in \(\delta P\). If the trial orbitals are correct through order \(f^n\), then \(\delta P=O(f^{n+1})\) and the energy error is \(O(f^{2n+2})\). The energy is correct through order \(2n+1\), which is the 2n+1 theorem. For \(n=1\) the error is \(O(f^4)\), and the coefficient of \(f^3\) is right.

The argument needs \(P_f\) to be a smooth function of \(f\). For a finite system this holds while the gap between occupied and empty levels stays open and the self-consistent linear response stays finite. If the gap closes, the expansion has no basis.

**The trial state.** Write \(P_f=P_0+fP_1+\dots\) and \(Q=1-P_0\). Idempotency at first order reads \(P_1=P_0P_1+P_1P_0\). Multiplication by \(P_0\) on both sides gives \(P_0P_1P_0=2P_0P_1P_0\), so this block vanishes. Multiplication by \(Q\) on both sides gives \(QP_1Q=0\). What remains is

\[
P_1=A+A^\dagger,\qquad A=QP_1P_0=\sum_m|\psi^1_m\rangle\langle\psi^0_m| . \tag{10}
\]

This defines first-order orbitals \(\psi_m^1=A\psi_m^0\) that lie in the empty space. Place the occupied orbitals side by side as the columns of \(\Psi_0\), and the first-order orbitals as the columns of \(\Psi_1\). Because \(\Psi_0^\dagger\Psi_1=0\), the overlap matrix of the columns of \(\Psi_0+f\Psi_1\) is \(1+f^2M\), with \(M=\Psi_1^\dagger\Psi_1\). An orthonormal trial set is therefore

\[
\Phi=(\Psi_0+f\Psi_1)(1+f^2M)^{-1/2}. \tag{11}
\]

Its projector is \(\Phi\Phi^\dagger\). With \((1+f^2M)^{-1}=1-f^2M+O(f^4)\),

\[
P_{\rm tr}=(\Psi_0+f\Psi_1)(1-f^2M)(\Psi_0^\dagger+f\Psi_1^\dagger)+O(f^4). \tag{12}
\]

The coefficient of \(f\) is \(\Psi_1\Psi_0^\dagger+\Psi_0\Psi_1^\dagger=A+A^\dagger\), as required. The next two coefficients are

\[
\begin{aligned}
P_2^{\rm tr}&=\Psi_1\Psi_1^\dagger-\Psi_0M\Psi_0^\dagger=AA^\dagger-A^\dagger A,\\
P_3^{\rm tr}&=-\Psi_1M\Psi_0^\dagger-\Psi_0M\Psi_1^\dagger=-(AA^\dagger A+A^\dagger AA^\dagger).
\end{aligned} \tag{13}
\]

The replacements follow from \(A=\Psi_1\Psi_0^\dagger\) and \(\Psi_0^\dagger\Psi_0=1\). The true second-order projector has in addition a part that connects the occupied and empty spaces and contains second-order orbitals. The theorem shows that this part can be left out of the third-order energy.

The two terms of \(P_2^{\rm tr}\) have a simple meaning. \(AA^\dagger\) describes the electron weight that the field has placed in the empty space, and \(A^\dagger A\) the weight missing from the occupied space. Their traces are equal, so the electron number is unchanged.

**The third-order energy.** Let \(n_s=2\,\mathrm{diag}\,P_s\) be the density coefficients of the trial state. The coefficient of \(f^3\) in \(E_{\rm int}[n_0+fn_1+f^2n_2+f^3n_3]\) is

\[
\int v_{\rm int}n_3+\iint K_2n_1n_2+\frac16\iiint K_3n_1n_1n_1 . \tag{14}
\]

The factor one half in the second-order Taylor term is cancelled by the two orderings of \(n_1n_2\). Define the first-order potential \(v_1=\int K_2n_1\). Then the middle term is \(\int v_1n_2=2\,\mathrm{Tr}(v_1P_2^{\rm tr})\). The explicit field term in (5) already carries one power of \(f\), so it contributes \(2\,\mathrm{Tr}(xP_2^{\rm tr})\). The term \(2\,\mathrm{Tr}(tP_3^{\rm tr})\) combines with \(\int v_{\rm int}n_3\) into \(2\,\mathrm{Tr}(H_0P_3^{\rm tr})\). This vanishes, because \(P_3^{\rm tr}\) connects the occupied space with the empty one and \(H_0\) does not. Hence

\[
E_3=2\,\mathrm{Tr}\big[(x+v_1)(AA^\dagger-A^\dagger A)\big]+\frac16\iiint K_3n_1n_1n_1 . \tag{15}
\]

Only ground-state quantities and first-order orbitals appear. For one field direction \(D=6E_3\), since the third derivative of \(E_3f^3\) is \(6E_3\).

For a general field direction the first-order quantities are linear in the field: \(A=\sum_if_iA_i\), and similarly for \(n_1\) and \(v_1\), with components \(n_i\) and \(v_i\). Equation (15) becomes a cubic form \(\sum_{ijk}f_if_jf_kT_{ijk}\). Its third derivative is the sum of \(T\) over the six permutations of the three indices:

\[
D_{ijk}=\sum_{\rm perm}2\,\mathrm{Tr}\big[(x_i+v_i)(A_jA_k^\dagger-A_k^\dagger A_j)\big]+\iiint K_3n_in_jn_k . \tag{16}
\]

The six equal kernel terms cancel the factor \(1/6\). Exchange of \(j\) and \(k\) turns each trace into its complex conjugate, so the sum is real. The static \(\chi^{(2)}_{ijk}\) is symmetric in all three indices, because \(D_{ijk}\) is a third derivative of one energy.

**The equation for the first-order orbitals.** Expand (6) to first order:

\[
[H_0,A+A^\dagger]+[x+v_1,P_0]=0 . \tag{17}
\]

Multiply by \(Q\) on the left and \(P_0\) on the right. The term with \(A^\dagger\) drops out, and \(Q[x+v_1,P_0]P_0=Q(x+v_1)P_0\). Acting on \(\psi^0_m\), with \(H_0\psi_m^0=\varepsilon_m\psi_m^0\), one finds

\[
(H_0-\varepsilon_m+\alpha P_0)\,\psi^1_m=-Q(x+v_1)\psi^0_m . \tag{18}
\]

The term \(\alpha P_0\) may be added because \(P_0\psi_m^1=0\). If \(\alpha\) exceeds the energy spread of the occupied levels, the operator on the left is positive in both spaces and can be inverted. The right side lies in the empty space, and so does the solution. Since \(v_1\) depends on \(n_1=2\,\mathrm{diag}(A+A^\dagger)\), the equations are solved repeatedly until \(n_1\) no longer changes. No sum over empty states is needed.

A planar cluster of four sites with four electrons shows the theorem at work. Its orbitals are truncated, made orthonormal, and inserted in the full energy, and the error is averaged over the two signs of the field. With ground-state orbitals the error at \(f=0.001\) Ry/bohr is \(1.33\times10^{-5}\) Ry, and it grows by a factor 4.000 when \(f\) is doubled. With first-order orbitals it is \(2.49\times10^{-10}\) Ry and grows by 16.000. These are the powers \(f^2\) and \(f^4\) expected from (9). The average over signs removes all odd powers, so the third-order coefficient itself is tested by the comparison that follows. For the mixed component \(D_{xxy}\), equation (16) gives \(-57.33\) bohr³/Ry², in agreement with the curvature of the self-consistent dipole in finite fields.

## II. Periodic insulators, the optical limit and a polar chain

The quantities carried over are these. \(P_0\) projects on the occupied orbitals and \(Q=1-P_0\) on the empty ones. \(A_i=\sum_m|\psi_m^i\rangle\langle\psi_m^0|\) contains the first-order orbitals for unit \(f_i=e\mathcal E_i\), with \(n_i\) and \(v_i\) the first-order density and potential. The third derivative \(D_{ijk}\) of the energy is given by (16), the orbitals follow from (18), and \(\chi^{(2)}_{ijk}/e=-4\pi D_{ijk}/\Omega\) by (4). For a single direction the index is dropped.

**Removing the position operator.** In an infinite crystal \(x\) grows without bound, and \(\mathrm{Tr}(xP_0)\) per cell depends on how the cell is chosen. The combination in (16) does not have this defect. In a finite sample the cyclic property of the trace gives

\[
\mathrm{Tr}\big[x_i(A_jA_k^\dagger-A_k^\dagger A_j)\big]
=\mathrm{Tr}(A_k^\dagger x_iA_j)-\mathrm{Tr}(A_k^\dagger A_jx_i)
=\mathrm{Tr}\big(A_k^\dagger[x_i,A_j]\big). \tag{19}
\]

A shift of the origin adds a constant to \(x_i\) and leaves the commutator unchanged. For a single direction, with orthogonal site orbitals \(a,b\) in which \(x\) is diagonal, (19) reads

\[
\mathrm{Tr}(A^\dagger[x,A])=\sum_{ab}|A_{ab}|^2(x_a-x_b). \tag{20}
\]

Each term is a weight times a displacement. In an insulator \(A_{ab}\) decays with the distance between \(a\) and \(b\), so the sum grows in proportion to the sample size, and the ends add a part that does not grow with the length. The bulk value per cell is obtained when \(a\) is restricted to one cell and \(b\) runs over the crystal.

The right side of (18) is treated in the same way. Since \(Q[x,P_0]P_0=QxP_0\),

\[
(H_0-\varepsilon_m+\alpha P_0)\psi^1_m=-Q\big([x,P_0]+v_1\big)\psi^0_m . \tag{21}
\]

Let \(O\) be a lattice-periodic operator, that is, one that commutes with lattice translations. A translation changes \(x\) by a constant, so \([x,O]\) is lattice periodic as well. Define \(O_k=e^{-ik\cdot x}Oe^{ik\cdot x}\), acting on cell-periodic functions. Differentiation of the two exponentials gives

\[
\frac{\partial O_k}{\partial k_i}=e^{-ik\cdot x}(-ix_iO+iOx_i)e^{ik\cdot x}=-i[x_i,O]_k,
\qquad\text{so}\qquad [x_i,O]_k=i\frac{\partial O_k}{\partial k_i}. \tag{22}
\]

The susceptibility of the crystal thus follows from

\[
D_{ijk}=\sum_{\rm perm}2\left\{\mathrm{Tr}\Big(A_k^\dagger\,i\frac{\partial A_j}{\partial k_i}\Big)+\mathrm{Tr}\big[v_i(A_jA_k^\dagger-A_k^\dagger A_j)\big]\right\}+\iiint K_3n_in_jn_k . \tag{23}
\]

In (23) the index \(k\) on \(A_k\) labels a field direction, while \(k_i\) is a component of the wavevector. The traces are averages over the Brillouin zone of traces over cell-periodic functions, and one coordinate of the kernel integral is restricted to a cell. If the occupied orbitals at a wavevector are mixed by a unitary matrix, the first-order orbitals are mixed by the same matrix, and \(A\) does not change. The derivative is therefore free of the arbitrary phases of the orbitals.

Two conditions enter here. The field in \(f\) is the macroscopic field inside the material, so the Hartree potential of zero wavevector is left out of \(v_i\); it would count that field twice. Further, \(E_{\rm int}\) is taken to depend on the periodic density and not separately on the polarization. A functional with such a dependence would add terms to \(v_i\) and to the third-order energy.

The third-order energy, and with it the static \(\chi^{(2)}\), has been obtained from first-order orbitals alone, in a form that also holds for periodic insulators. What remains is the linear response, the link to optical frequencies and the electro-optic coefficient, and a worked example on a polar chain.

Numbers in the example were calculated in double precision.
